# Onsager's Equation for Polar Liquids and the Spurious Lorentz Transition: a numerical check

```python
"""Onsager's equation for a polar liquid, compared with the Lorentz field.

Result under test:
  (eps - eps_inf)(2 eps + eps_inf) / (eps (eps_inf + 2)^2) = y,
  y = 4 pi N mu^2 / (9 k T),
which has one finite positive root eps at every T > 0, whereas orientation by
the Lorentz field gives a divergence at k Tc = 4 pi N mu^2 (eps_inf + 2) / 27.

Symbols (Hartree atomic units, 4 pi eps0 = 1; temperatures in kelvin):
  N number density, mu permanent dipole, alpha polarizability,
  a cavity radius with 4 pi N a^3 / 3 = 1, eps static permittivity,
  eps_inf permittivity from alpha alone, E macroscopic field,
  G cavity field, R = f m reaction field of a total molecular moment m.
The parameters are rounded values of the rough size of those of water.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import solve_banded
from scipy.optimize import brentq

K_B = physical_constants["kelvin-hartree relationship"][0]
mu = 0.73
volume = 200.0
eps_inf = 1.8
T_room = 300.0
N = 1.0 / volume
a = (3.0 * volume / (4.0 * np.pi)) ** (1.0 / 3.0)
alpha = a**3 * (eps_inf - 1.0) / (eps_inf + 2.0)


def cavity_factor(eps):
    return 3.0 * eps / (2.0 * eps + 1.0)


def reaction_factor(eps, radius):
    return 2.0 * (eps - 1.0) / ((2.0 * eps + 1.0) * radius**3)


def coupling(T):
    return 4.0 * np.pi * N * mu**2 / (9.0 * K_B * T)


def onsager_eps(y, e_inf=eps_inf):
    b = e_inf + y * (e_inf + 2.0) ** 2
    return (b + np.sqrt(b**2 + 8.0 * e_inf**2)) / 4.0


def debye_eps(y, e_inf=eps_inf):
    s = (e_inf - 1.0) / (e_inf + 2.0) + y
    return (1.0 + 2.0 * s) / (1.0 - s)


# --- Cavity and reaction fields from a finite-volume radial solution ---
# Potential phi(r) cos(theta), cavity radius 1, logarithmic radial grid.
h = 0.002
x_grid = (np.arange(-2000, 2000) + 0.5) * h
r_grid = np.exp(x_grid)


def radial_potential(eps_out, inner_value, outer_value):
    eps = np.where(x_grid < 0.0, 1.0, eps_out)
    face_eps = 2.0 * eps[:-1] * eps[1:] / (eps[:-1] + eps[1:])
    w = np.exp(x_grid[:-1] + h / 2.0) * face_eps / h
    bands = np.zeros((3, len(r_grid)))
    bands[0, 2:] = w[1:]
    bands[2, :-2] = w[:-1]
    bands[1, 1:-1] = -(w[1:] + w[:-1]) - 2.0 * eps[1:-1] * r_grid[1:-1] * h
    bands[1, 0] = bands[1, -1] = 1.0
    rhs = np.zeros(len(r_grid))
    rhs[0], rhs[-1] = inner_value, outer_value
    return solve_banded((1, 1), bands, rhs)


probe = np.argmin(abs(r_grid - 0.5))
field_checks = []
for eps_test in (5.0, 30.0):
    phi = radial_potential(eps_test, 0.0, -r_grid[-1])
    G_num = -phi[probe] / r_grid[probe]
    with_medium = radial_potential(eps_test, r_grid[0] ** -2, 0.0)
    in_vacuum = radial_potential(1.0, r_grid[0] ** -2, 0.0)
    R_num = -(with_medium[probe] - in_vacuum[probe]) / r_grid[probe]
    assert abs(G_num / cavity_factor(eps_test) - 1.0) < 1e-3
    assert abs(R_num / reaction_factor(eps_test, 1.0) - 1.0) < 1e-3
    field_checks.append((eps_test, G_num, R_num))


# --- One polarizable molecule at angle theta to the cavity field ---
def relaxed_molecule(theta, G, f):
    """Self-consistent total moment (x, z) and energy at each angle."""
    permanent = mu * np.array([np.sin(theta), np.cos(theta)])
    applied = np.array([np.zeros_like(theta), G * np.ones_like(theta)])
    m = permanent.copy()
    for _ in range(80):
        m = permanent + alpha * (applied + f * m)
    p = m - permanent
    energy = ((p**2).sum(axis=0) / (2.0 * alpha) - G * m[1]
              - 0.5 * f * (m**2).sum(axis=0))
    return m, energy


# Torque: energy slope, force on the permanent dipole, and mu* G sin(theta).
f_test = reaction_factor(30.0, a)
G_test, step = 0.01, 1e-4
angles = np.array([0.4, 1.1, 2.3])
slope = (relaxed_molecule(angles + step, G_test, f_test)[1]
         - relaxed_molecule(angles - step, G_test, f_test)[1]) / (2.0 * step)
m_test = relaxed_molecule(angles, G_test, f_test)[0]
local_x = f_test * m_test[0]
local_z = G_test + f_test * m_test[1]
mechanical = mu * (np.sin(angles) * local_z - np.cos(angles) * local_x)
cavity_only = mu / (1.0 - f_test * alpha) * G_test * np.sin(angles)
assert np.allclose(slope, mechanical, rtol=1e-6)
assert np.allclose(slope, cavity_only, rtol=1e-6)

# --- Permittivity from the Boltzmann average over orientations ---
cosines, weights = np.polynomial.legendre.leggauss(40)
E_weak = 1e-6


def mean_moment(eps, T):
    m, energy = relaxed_molecule(np.arccos(cosines),
                                 cavity_factor(eps) * E_weak,
                                 reaction_factor(eps, a))
    boltzmann = weights * np.exp(-(energy - energy.min()) / (K_B * T))
    return (boltzmann * m[1]).sum() / boltzmann.sum()


def microscopic_eps(T):
    return brentq(lambda e: 4.0 * np.pi * N * mean_moment(e, T) / E_weak
                  - (e - 1.0), 1.01, 500.0)


for T in (300.0, 1000.0, 3000.0):
    assert abs(microscopic_eps(T) / onsager_eps(coupling(T)) - 1.0) < 1e-5

# The mean internal field in Onsager's model is the Lorentz field.
eps_micro = microscopic_eps(T_room)
m_mean = mean_moment(eps_micro, T_room)
G_share = cavity_factor(eps_micro)
R_share = reaction_factor(eps_micro, a) * m_mean / E_weak
lorentz_share = 1.0 + 4.0 * np.pi * N * m_mean / (3.0 * E_weak)
assert abs((G_share + R_share) / lorentz_share - 1.0) < 1e-6

# --- Orientation by the Lorentz field: nonlinear mean-field solution ---
T_c = 4.0 * np.pi * N * mu**2 * (eps_inf + 2.0) / (27.0 * K_B)
T_c_rigid = 4.0 * np.pi * N * mu**2 / (9.0 * K_B)


def lorentz_residual(F, T):
    """F minus 4 pi P(F) / 3; this equals the macroscopic field E."""
    z = mu * F / (K_B * T)
    langevin = 1.0 / np.tanh(z) - 1.0 / z
    return F - 4.0 * np.pi * N / 3.0 * (alpha * F + mu * langevin)


def spontaneous_field(T):
    return brentq(lorentz_residual, 1e-5, 1.0, args=(T,), xtol=1e-15)


T1, T2 = 0.999 * T_c, 0.998 * T_c
s1, s2 = spontaneous_field(T1) ** 2, spontaneous_field(T2) ** 2
T_c_num = T1 + s1 * (T1 - T2) / (s2 - s1)
assert abs(T_c_num / T_c - 1.0) < 1e-4
assert np.all(lorentz_residual(np.logspace(-5, 0, 400), 1.01 * T_c) > 0.0)
P_spont = 3.0 * spontaneous_field(T_room) / (4.0 * np.pi)

E_test = 1e-5
F_hot = brentq(lambda F: lorentz_residual(F, 2.0 * T_c) - E_test,
               1e-7, 0.1, xtol=1e-16)
eps_hot = 1.0 + 3.0 * (F_hot - E_test) / E_test
assert abs(eps_hot / debye_eps(coupling(2.0 * T_c)) - 1.0) < 1e-5

# --- One finite positive root at all temperatures, and the limits ---
T_scan = np.logspace(0, 4, 300)
eps_scan = onsager_eps(coupling(T_scan))
assert np.all(np.isfinite(eps_scan)) and np.all(np.diff(eps_scan) < 0.0)
for T, eps in zip(T_scan, eps_scan):
    y = coupling(T)
    roots = np.roots([2.0, -(eps_inf + y * (eps_inf + 2.0) ** 2),
                      -eps_inf**2])
    positive = roots[roots > 0.0]
    assert len(positive) == 1 and abs(positive[0] / eps - 1.0) < 1e-9
cold = (eps_inf + coupling(1.0) * (eps_inf + 2.0) ** 2) / 2.0
assert abs(onsager_eps(coupling(1.0)) / cold - 1.0) < 1e-6
assert abs(onsager_eps(0.0) - eps_inf) < 1e-12
assert abs(debye_eps(0.0) - eps_inf) < 1e-12
y_small = 1e-4
for theory in (onsager_eps, debye_eps):
    initial_slope = (theory(y_small) - eps_inf) / y_small
    assert abs(initial_slope / ((eps_inf + 2.0) ** 2 / 3.0) - 1.0) < 1e-3

# --- Worked example ---
y_room = coupling(T_room)
eps_room = onsager_eps(y_room)
f_room = reaction_factor(eps_room, a)
mu_star = mu / (1.0 - f_room * alpha)
eps_target = 80.0
y_needed = ((eps_target - eps_inf) * (2.0 * eps_target + eps_inf)
            / (eps_target * (eps_inf + 2.0) ** 2))

print("INPUTS (rounded, rough size of water)")
print(f"permanent dipole mu = {mu:.2f} a.u.")
print(f"volume per molecule = {volume:.0f} bohr^3")
print(f"eps_inf = {eps_inf:.1f} (dimensionless)")
print(f"temperature = {T_room:.0f} K")
print(f"thermal energy kT = {K_B * T_room:.4e} hartree")
print(f"cavity radius a = {a:.3f} bohr")
print(f"polarizability alpha = {alpha:.2f} bohr^3")
print(f"coupling y = {y_room:.3f} (dimensionless)")
print("FIELD FACTORS, numerical radial solution | formula")
for e, g, r in field_checks:
    print(f"eps={e:.0f}: G/E = {g:.5f} | {cavity_factor(e):.5f}")
    print(f"eps={e:.0f}: R a^3/m = {r:.5f} | {reaction_factor(e, 1.0):.5f}")
print("LORENTZ FIELD AS ORIENTING FIELD")
print(f"critical coupling y_c = {3.0 / (eps_inf + 2.0):.4f}")
print(f"transition temperature, formula = {T_c:.1f} K")
print(f"transition temperature, from order parameter = {T_c_num:.1f} K")
print(f"transition temperature with alpha = 0 = {T_c_rigid:.1f} K")
print(f"spontaneous polarization at 300 K = {P_spont:.5f} a.u.")
print(f"N mu (all permanent dipoles aligned) = {N * mu:.5f} a.u.")
print(f"formal Debye eps at 300 K = {debye_eps(y_room):.3f}")
print("ONSAGER AT 300 K")
print(f"eps from Onsager's equation = {eps_room:.3f}")
print(f"eps from orientation average = {eps_micro:.3f}")
print(f"reaction factor f = {f_room:.5f} bohr^-3")
print(f"f alpha = {f_room * alpha:.4f} (dimensionless)")
print(f"enhanced dipole mu* = {mu_star:.4f} a.u.")
print(f"reaction field f mu* = {f_room * mu_star:.5f} a.u.")
print(f"cavity field G/E = {G_share:.4f}")
print(f"mean reaction field/E = {R_share:.4f}")
print(f"sum of the two/E = {G_share + R_share:.4f}")
print(f"Lorentz field/E = {lorentz_share:.4f}")
print(f"factor on mu^2 needed for eps = 80: {y_needed / y_room:.2f}")
print("TEMPERATURE TABLE, fixed density: T, Onsager eps, Debye eps")
for T in (300.0, 600.0, 1000.0, 1400.0, 1500.0, 2000.0, 3000.0):
    y = coupling(T)
    print(f"{T:.0f} K: {onsager_eps(y):.3f}, {debye_eps(y):.3f}")
print("checks complete")
```

Output:

```
INPUTS (rounded, rough size of water)
permanent dipole mu = 0.73 a.u.
volume per molecule = 200 bohr^3
eps_inf = 1.8 (dimensionless)
temperature = 300 K
thermal energy kT = 9.5004e-04 hartree
cavity radius a = 3.628 bohr
polarizability alpha = 10.05 bohr^3
coupling y = 3.916 (dimensionless)
FIELD FACTORS, numerical radial solution | formula
eps=5: G/E = 1.36358 | 1.36364
eps=5: R a^3/m = 0.72724 | 0.72727
eps=30: G/E = 1.47535 | 1.47541
eps=30: R a^3/m = 0.95078 | 0.95082
LORENTZ FIELD AS ORIENTING FIELD
critical coupling y_c = 0.7895
transition temperature, formula = 1488.1 K
transition temperature, from order parameter = 1488.1 K
transition temperature with alpha = 0 = 1174.8 K
spontaneous polarization at 300 K = 0.00429 a.u.
N mu (all permanent dipoles aligned) = 0.00365 a.u.
formal Debye eps at 300 K = -2.960
ONSAGER AT 300 K
eps from Onsager's equation = 29.229
eps from orientation average = 29.229
reaction factor f = 0.01989 bohr^-3
f alpha = 0.1999 (dimensionless)
enhanced dipole mu* = 0.9124 a.u.
reaction field f mu* = 0.01814 a.u.
cavity field G/E = 1.4748
mean reaction field/E = 8.9348
sum of the two/E = 10.4096
Lorentz field/E = 10.4096
factor on mu^2 needed for eps = 80: 2.80
TEMPERATURE TABLE, fixed density: T, Onsager eps, Debye eps
300 K: 29.229, -2.960
600 K: 15.144, -4.567
1000 K: 9.552, -9.786
1400 K: 7.184, -62.407
1500 K: 6.793, 475.765
2000 K: 5.439, 12.846
3000 K: 4.120, 5.540
checks complete
```
